# Blur of a Deflected Beam on a Flat Wafer

## Problem

An electron beam is focused on a flat wafer by a lens and steered by a deflector. Treat the steering as a rigid rotation of the whole converging cone of rays about a pivot on the column axis, at height $L=40\ \mathrm{mm}$ above the wafer. The distance from pivot to focus stays equal to $L$, so the undeflected beam is sharp. The cone has half-angle $\alpha=5\ \mathrm{mrad}$.

At a lateral deflection $r=0.5\ \mathrm{mm}$ the beam is said to be defocused by about $3.1\ \mathrm{\mu m}$.

1. Confirm this defocus, and say on which side of the wafer the focus lies.
2. Find the radius and the diameter of the blurred spot, counting the outermost rays as its edge.

## Hints

**Hint 1.** As the beam turns, what surface does the focus trace out? Where does that surface touch the wafer?

**Hint 2.** Compare the distance from the pivot to the point hit on the wafer with the distance from the pivot to the focus. To avoid subtracting two nearly equal lengths, multiply and divide by their sum.

**Hint 3.** Beyond the focus the rays spread again with the same half-angle. Draw the triangle formed by the central ray, an edge ray and the spot radius.

**Hint 4.** The beam strikes the wafer slightly off the normal. Estimate the resulting stretch of the spot before deciding whether to keep it.

## Solution

### The defocus

The focus is always a distance $L$ from the pivot, so it moves on a sphere of radius $L$. The wafer is the plane tangent to that sphere on the axis. The central ray to the point at deflection $r$ is the hypotenuse of a right triangle with legs $L$ and $r$, and its length is $\sqrt{L^2+r^2}$. The focus is reached after the shorter distance $L$. It therefore lies above the wafer, and the remaining distance along the ray is

$$
\delta=\sqrt{L^2+r^2}-L .
$$

Multiplying and dividing by $\sqrt{L^2+r^2}+L$ gives

$$
\delta=\frac{(L^2+r^2)-L^2}{\sqrt{L^2+r^2}+L}
=\frac{r^2}{\sqrt{L^2+r^2}+L}\approx\frac{r^2}{2L},
$$

because $r\ll L$ makes the denominator nearly $2L$. With the given lengths,

$$
\delta\approx\frac{(0.5\ \mathrm{mm})^2}{2\times 40\ \mathrm{mm}}
=3.125\times10^{-3}\ \mathrm{mm}=3.125\ \mathrm{\mu m}.
$$

This confirms the stated value. To see what was dropped, expand the square root with $\sqrt{1+u}\approx 1+u/2-u^2/8$ and $u=r^2/L^2$:

$$
\delta\approx L\left(\frac{r^2}{2L^2}-\frac{r^4}{8L^4}\right)
=\frac{r^2}{2L}-\frac{r^4}{8L^3}.
$$

The second term is $-0.12\ \mathrm{nm}$, which is negligible beside $3.1\ \mathrm{\mu m}$.

### The blur

After the focus, an edge ray moves away from the central ray at angle $\alpha$. Over the distance $\delta$ it reaches a separation

$$
b=\delta\tan\alpha\approx\alpha\delta\approx\frac{\alpha r^2}{2L},
$$

measured in a plane perpendicular to the central ray. Numerically,

$$
b=(5\times10^{-3})(3.125\ \mathrm{\mu m})=0.015625\ \mathrm{\mu m}\approx 15.6\ \mathrm{nm}.
$$

**The blur radius is about 16 nm and the diameter about 31 nm.**

### The tilt of the wafer

The central ray makes an angle $\theta=\arctan(r/L)=12.5\ \mathrm{mrad}$ with the wafer normal. The focus is at a height $\delta\cos\theta$ above the wafer. In the plane of deflection, the two edge rays have angles $\theta\pm\alpha$ to the normal, so half the distance between their impact points is

$$
\frac{\delta\cos\theta}{2}\left[\tan(\theta+\alpha)-\tan(\theta-\alpha)\right]
\approx\delta\cos\theta\,\frac{\alpha}{\cos^2\theta}
=\frac{\alpha\delta}{\cos\theta}.
$$

The approximation uses the derivative of the tangent, $1/\cos^2\theta$, for small $\alpha$. The stretch relative to a round spot is $1/\cos\theta-1\approx\theta^2/2\approx8\times10^{-5}$. Intersecting a rigid cone of rays with the wafer numerically gives half-widths of $15.626\ \mathrm{nm}$ along the deflection and $15.625\ \mathrm{nm}$ across it. Within the pivot model the spot is round to about one part in $10^4$.

### Scaling and limits

The blur grows as the square of the deflection. If $r=0.5\ \mathrm{mm}$ is the middle of one side of a square field $1\ \mathrm{mm}$ wide, a corner has $r^2$ twice as large, and its blur radius is about $31\ \mathrm{nm}$.

At fixed $L$ and $r$, the blur falls in proportion to $\alpha$, but a narrower cone increases diffraction. The radius of the first dark ring is $0.61\lambda/\alpha$, where $\lambda$ is the electron wavelength. At $50\ \mathrm{keV}$, $\lambda=5.36\ \mathrm{pm}$, and at $5\ \mathrm{mrad}$ this radius is only $0.65\ \mathrm{nm}$. Setting the two radii equal gives

$$
\alpha^2=\frac{0.61\lambda}{\delta}
\approx\frac{0.61\times5.36\times10^{-12}\ \mathrm{m}}{3.125\times10^{-6}\ \mathrm{m}}
\approx1.0\times10^{-6},
$$

or $\alpha\approx1\ \mathrm{mrad}$. Near and below that angle the ray picture no longer describes the spot.

### Other contributions to the spot

For comparison, assume a $50\ \mathrm{keV}$ beam with the same $L$, $r$ and $\alpha$. For rough spherical and chromatic coefficients $C_s=C_c=40\ \mathrm{mm}$ and an energy deviation of $1\ \mathrm{eV}$, the other contributions are:

- **Spherical aberration:** a ray at angle $a$ is displaced by $C_sa^3$, and refocusing subtracts a term proportional to $a$. Choosing $C_sa^3-\tfrac34C_s\alpha^2a$ makes the displacement $+\tfrac14C_s\alpha^3$ at $a=\alpha$ and $-\tfrac14C_s\alpha^3$ at $a=\alpha/2$. The radius is $C_s\alpha^3/4=1.25\ \mathrm{nm}$.
- **Chromatic defocus:** the relative momentum change is $\Delta p/p=1.05\times10^{-5}$. With $C_c$ defined by a focus shift $2C_c\,\Delta p/p$, the radius is $2C_c\alpha\,\Delta p/p=4.2\ \mathrm{nm}$.
- **Chromatic deflection:** magnetic deflection varies as $1/p$ at small angles, so the spot shifts by $r\,\Delta p/p=5.2\ \mathrm{nm}$.
- **Wafer height:** an error of $1\ \mathrm{\mu m}$ adds a defocus blur of $5\ \mathrm{nm}$ radius. Because the beam arrives at the angle $\theta$ to the normal, the same error also shifts the spot sideways by $(1\ \mathrm{\mu m})\tan\theta\approx12.5\ \mathrm{nm}$.

With these inputs, all are smaller than $15.6\ \mathrm{nm}$. The value $C_s=40\ \mathrm{mm}$ is optimistic if the lens lies wholly above the deflector. A lens with a Gaussian axial field of rms length $10$ to $20\ \mathrm{mm}$, centred $60$ to $80\ \mathrm{mm}$ above the wafer, has $C_s$ between about $190$ and $1400\ \mathrm{mm}$. Its spherical radius is then $6$ to $43\ \mathrm{nm}$ and can exceed the pivot blur. The rigid rotation is itself a strong assumption. Variation 2 shows that, for an uncorrected magnetic deflector of rms length $8\ \mathrm{mm}$, the farthest edge ray lands about $50$ to $60\ \mathrm{nm}$ from the central ray, depending on the form of the field off the axis. The answer above is thus the blur of the pivot model, not the full spot size of a writer. Mutual repulsion of the electrons, scattering in the resist and overlap of the lens and deflector fields are not included.

## Variation 1: one focus setting for the whole field

*The lens can be reset once, but not at every deflection. Keeping $L$ and $\alpha$ fixed, which setting minimizes the largest blur for deflections from $0$ to $r$?*

Lengthen the focal distance from the pivot by $s$. The defocus at deflection $r'$ becomes $r'^2/(2L)-s$. It runs from $-s$ at the centre to $\delta-s$ at the edge, so the largest magnitude is the greater of $s$ and $\delta-s$. Increasing $s$ raises the first and lowers the second. The best choice makes them equal:

$$
s=\frac{\delta}{2}=1.56\ \mathrm{\mu m},
\qquad
b_{\max}=\alpha\frac{\delta}{2}=\frac{\alpha r^2}{4L}=7.8\ \mathrm{nm}.
$$

The centre is now as blurred as the edge, and the sharp ring lies where $r'^2=r^2/2$. If the lens can instead follow the deflection, lengthening the focal distance by $\delta$ at each point puts the focus on the wafer and removes this blur within the pivot model.

## Variation 2: a magnetic deflector

*Replace the rigid rotation by a magnetic field below the lens. What is the spot width in the plane of deflection?*

Let $z$ point down the column, with $z=0$ at the centre of the deflector and $z=L$ at the wafer. Deflection is along $x$. Assume a deflector so wide along $x$ that its field does not depend on $x$. In the plane $y=0$ the field then has only the component $B_y(z)$. This is an idealization, and its effect on the numbers is sized at the end. For a particle of charge $q$, the magnetic force gives $dp_x/dt=-qv_zB_y$. Dividing by $v_z=dz/dt$ yields $dp_x/dz=-qB_y$, which is the same for every ray in this plane. The total momentum $p$ is constant, so a ray entering at signed angle $a$ has a later angle $\varphi$ given by

$$
\sin\varphi=\sin a+S(z),\qquad
S(z)=-\frac{q}{p}\int_{z_0}^{z}B_y(z')\,dz',
$$

where $z_0$ lies above the field. Each ray is initially aimed at the axial point on the wafer, so it starts at $x(z_0)=-(L-z_0)\tan a$. It lands at

$$
x(L)=\int_{z_0}^{L}(\tan\varphi-\tan a)\,dz .
$$

For small angles, $\tan\varphi\approx\sin\varphi+\tfrac12\sin^3\varphi$. Using $\sin a\approx a$ and expanding the cube,

$$
\tan\varphi-\tan a\approx
S+\tfrac12\left[(a+S)^3-a^3\right]
=S+\tfrac12S^3+\tfrac32aS^2+\tfrac32a^2S .
$$

The first two terms belong to the central ray, for which $\int S\,dz\approx r$. The displacement from that ray is therefore

$$
\Delta x(a)\approx\frac{3a}{2}\int_{z_0}^{L}S^2\,dz+\frac32a^2r .
$$

The first term has opposite signs for $a=\pm\alpha$ and sets the half-width. The second has the same sign for both and is coma.

For a very short deflector, $S$ jumps from $0$ to about $r/L$ at $z=0$. Then $\int S^2dz=r^2/L$, and the half-width is $3\alpha r^2/(2L)$, three times the pivot result. This factor holds only in the plane of deflection and only for the field independent of $x$. The factor can be traced to the rays. In the rigid cone, an edge ray crosses $z=0$ displaced by $-L\alpha/\cos\theta$ from the central ray and gains $L\alpha/\cos^2\theta$ on the way down; the sum is about $L\alpha\theta^2/2$. In the short magnet the starting displacement is $-L\alpha$. The angular separation grows to $\alpha/\cos\theta$, so the gain is $L\alpha/\cos^3\theta$ and the sum is about $3L\alpha\theta^2/2$.

Now take a Gaussian field profile of rms length $8\ \mathrm{mm}$. Its integral is $\int S^2dz=5.544\ \mathrm{\mu m}$, so

$$
\tfrac32\alpha\int S^2dz=1.5(5\times10^{-3})(5.544\ \mathrm{\mu m})=41.6\ \mathrm{nm},
$$

$$
\tfrac32\alpha^2r=1.5(25\times10^{-6})(0.5\ \mathrm{mm})=18.8\ \mathrm{nm}.
$$

The two edge rays in the plane of deflection land $2\times41.6\ \mathrm{nm}\approx83\ \mathrm{nm}$ apart, which is the spot width in that plane. A three-dimensional ray trace through the field independent of $x$ that has this profile and zero divergence and curl gives the same two values to these digits. In the trace, the two edge rays that enter tilted perpendicular to the deflection have a half-separation of $31.1\ \mathrm{nm}$ in that direction. This is the linear part of the perpendicular blur, without coma. It differs from $41.6\ \mathrm{nm}$, so the spot is astigmatic. The largest displacement from the central ray is $60.3\ \mathrm{nm}$, in agreement with the in-plane sum $41.6+18.8\ \mathrm{nm}$ within rounding.

The axial profile alone does not fix these numbers. A pure dipole winding around the axis, with the same profile $B(z)$, has $B_y\approx B-x^2B''/8$ in the plane $y=0$. Along a ray with $x\approx-(L-z)a$, the extra term adds $-\tfrac18a^2\int(L-z)^3S'''\,dz=-\tfrac34a^2r$, which halves the coma to $9.4\ \mathrm{nm}$. For the $8\ \mathrm{mm}$ profile the in-plane half-width is then $40.7\ \mathrm{nm}$ and the largest displacement about $50\ \mathrm{nm}$. Short deflectors differ more, because fringe-field focusing grows as the field shortens. At an rms length of $1\ \mathrm{mm}$ the dipole winding gives an in-plane half-width $7.7$ times the pivot result, not $3$ times. The perpendicular half-separation is then about $270\ \mathrm{nm}$ for the dipole winding and $340\ \mathrm{nm}$ for the field independent of $x$.

Refocusing displaces rays in proportion to their entry angle, and a stigmator does so with opposite signs in two perpendicular directions. Together they can cancel the linear parts of the blur at leading order. They cannot cancel the coma, which is quadratic in the angle. The numerical output lists the values for both models.

## Numbers as computed

```
INPUTS
pivot height L = 40.0 mm
deflection r = 0.50 mm
cone half-angle alpha = 5.0 mrad
RIGID PIVOT MODEL
chief-ray tilt theta = 12.499 mrad
defocus r^2/(2L) = 3.1250 um
defocus from path length = 3.1249 um
next series term = -0.1221 nm
blur radius, formula = 15.625 nm
blur diameter, formula = 31.25 nm
ray half-width along deflection = 15.626 nm
ray half-width across deflection = 15.625 nm
compromise focus shift = 1.5624 um
worst radius at compromise focus = 7.812 nm
MAGNETIC DEFLECTOR, RAY TRACE
rms length of Gaussian field = 8.0 mm
chief-ray deflection = 0.49999 mm
integral of S^2 dz = 5.5439 um
in-plane linear half-width, trace = 41.59 nm
in-plane linear half-width, formula = 41.58 nm
in-plane half-width / pivot blur = 2.662
out-of-plane half-width, trace = 31.11 nm
in-plane coma, trace = 18.76 nm
in-plane coma, formula = 18.75 nm
largest displacement from chief ray = 60.34 nm
short deflector rms length = 1.0 mm
short deflector in-plane / pivot blur = 2.958
OTHER NEGLECTED EFFECTS, ROUGH INPUTS
beam energy = 50 keV
energy deviation = 1.0 eV
spherical coefficient Cs = 40 mm
chromatic coefficient Cc = 40 mm
electron wavelength = 5.355 pm
relative momentum deviation = 1.0466e-05
diffraction radius (first zero) = 0.653 nm
spherical radius (best focus) = 1.250 nm
chromatic defocus radius = 4.187 nm
chromatic deflection shift = 5.234 nm
wafer height error = 1.0 um
blur radius from height error = 5.00 nm
```
